# Coupling orbital angular momentum to spin one-half by diagonalising L·S

**Question: Clebsch-Gordan coefficients for $l \otimes \tfrac12$ from $\mathbf L\cdot\mathbf S$, and I cannot pin down the signs**

My exercise is to couple an orbital angular momentum $l$ to a spin $\tfrac12$ by diagonalising $\mathbf L\cdot\mathbf S$, to find the coefficients for general $l$ and $m$ with their signs, and to write out all $p_{1/2}$ and $p_{3/2}$ states. I built the $6\times6$ matrix for $l=1$ and diagonalised it numerically. The eigenvalues look sensible, but an eigenvector times $-1$ is still an eigenvector, so I do not see how this method can fix signs. How does the general derivation go, where do the signs come from, and what are the states good for?

**Answer**

Your doubt is correct. There is also a larger freedom: the eigenvalues of your $6\times6$ matrix are degenerate (four states share one, two share the other), so $\mathbf L\cdot\mathbf S$ alone allows any mixture within a multiplet, and $J_z$ must be made diagonal as well. Done at fixed $m$, and with the phases of the product states chosen, the diagonalisation fixes the magnitudes and the relative sign inside each state. The overall sign of each state comes from two conventions added afterwards.

**Conventions.** I use atomic units, $\hbar=1$. Product states are $|m_l,\uparrow\rangle$ and $|m_l,\downarrow\rangle$, orbital factor first, and $m=m_l+m_s$ is the half-integer eigenvalue of $J_z$. The phases of the $|m_l\rangle$ are those of Condon and Shortley, so that

$$L_\pm|m_l\rangle=+\sqrt{l(l+1)-m_l(m_l\pm1)}\,|m_l\pm1\rangle,\qquad S_+|{\downarrow}\rangle=|{\uparrow}\rangle,\quad S_-|{\uparrow}\rangle=|{\downarrow}\rangle .$$

**Why $\mathbf L\cdot\mathbf S$, and why $2\times2$.** Orbital and spin operators commute, so squaring $\mathbf J=\mathbf L+\mathbf S$ at fixed $l$ gives

$$J^2=l(l+1)+\tfrac34+2\,\mathbf L\cdot\mathbf S ,$$

and $J^2$ and $\mathbf L\cdot\mathbf S$ have the same eigenvectors. With $L_\pm=L_x\pm iL_y$ and likewise for $S$, the cross terms cancel in $L_+S_-+L_-S_+=2(L_xS_x+L_yS_y)$, so

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12\,(L_+S_-+L_-S_+).$$

Each term leaves $m_l+m_s$ unchanged. A given $m$ is reached by at most two product states,

$$a=|m-\tfrac12,\uparrow\rangle,\qquad b=|m+\tfrac12,\downarrow\rangle .$$

Both exist for $|m|\le l-\tfrac12$, which gives $2l$ blocks of size $2\times2$. At $m=\pm(l+\tfrac12)$ only one exists. The count $4l+2=2(2l+1)$ is complete.

**The block.** The diagonal comes from $L_zS_z=m_lm_s$:

$$\langle a|\mathbf L\cdot\mathbf S|a\rangle=\tfrac12(m-\tfrac12),\qquad \langle b|\mathbf L\cdot\mathbf S|b\rangle=-\tfrac12(m+\tfrac12).$$

Off the diagonal, $S_+$ kills the up spin of $a$, so only $\tfrac12L_+S_-$ acts and gives $\tfrac r2\,b$, where

$$r^2=l(l+1)-(m-\tfrac12)(m+\tfrac12)=l^2+l+\tfrac14-m^2=\lambda^2-m^2,\qquad \lambda\equiv l+\tfrac12,$$

and $r>0$ by the phase convention. The element is real and the operator Hermitian, so the block is symmetric. Taking out the common $-\tfrac14$,

$$\mathbf L\cdot\mathbf S=-\tfrac14+\tfrac12M,\qquad M=\begin{pmatrix}m&r\\ r&-m\end{pmatrix}.$$

**Eigenvalues.** Multiplying out, $M^2=(m^2+r^2)\,\mathbb 1=\lambda^2\,\mathbb 1$, so each eigenvalue is $\pm\lambda$, and zero trace means one of each. Then $\mathbf L\cdot\mathbf S=-\tfrac14\pm\tfrac\lambda2$ equals $\tfrac l2$ or $-\tfrac{l+1}2$, for every $m$. Inserting these in $J^2$,

$$l(l+1)+\tfrac34+l=(l+\tfrac12)(l+\tfrac32),\qquad l(l+1)+\tfrac34-(l+1)=(l-\tfrac12)(l+\tfrac12),$$

which is $j(j+1)$ with $j=l+\tfrac12$ and $j=l-\tfrac12$.

**Eigenvectors.** Write the state as $xa+yb$ and $r=\sqrt{\lambda+m}\sqrt{\lambda-m}$. For $+\lambda$ the first row reads $(m-\lambda)x+ry=0$. Dividing by $\sqrt{\lambda-m}$, which is nonzero in a $2\times2$ block, gives $\sqrt{\lambda-m}\,x=\sqrt{\lambda+m}\,y$, so $(x,y)\propto(\sqrt{\lambda+m},\sqrt{\lambda-m})$. For $-\lambda$ the first row reads $(m+\lambda)x+ry=0$. Dividing by $\sqrt{\lambda+m}$ gives $\sqrt{\lambda+m}\,x=-\sqrt{\lambda-m}\,y$, so $(x,y)\propto(-\sqrt{\lambda-m},\sqrt{\lambda+m})$. Both vectors have squared norm $2\lambda=2l+1$. Define

$$c_\pm=\sqrt{\frac{l\pm m+\frac12}{2l+1}} .$$

So far $|l+\tfrac12,m\rangle=\pm(c_+a+c_-b)$ and $|l-\tfrac12,m\rangle=\pm(-c_-a+c_+b)$, with the outer signs open.

**Edge blocks.** At $m=l+\tfrac12$ the only state is $a=|l,\uparrow\rangle$. Both ladder terms vanish on it and $L_zS_z=l/2$, so it has $j=l+\tfrac12$. The general expression gives $c_+=1$, $c_-=0$ there and still holds. At $m=-(l+\tfrac12)$ the state is $b=|{-l},\downarrow\rangle$, again with $l/2$, and $c_+=0$, $c_-=1$. For $l=0$ these two are everything, and $j=l-\tfrac12$ does not exist.

**Overall signs.** The two conventions are:

(i) Within a multiplet $J_-|j,m\rangle=+\sqrt{j(j+1)-m(m-1)}\,|j,m-1\rangle$, the same rule that $L_-$ and $S_-$ obey.

(ii) In the top state $m=j$, the component with $m_l=l$ has a positive coefficient.

Rule (i) is possible because $J_-$ commutes with $J^2$, hence with $\mathbf L\cdot\mathbf S$, and so maps an eigenvector at $m$ onto a multiple of the eigenvector of the same $j$ at $m-1$, nonzero for $m>-j$.

For $j=l+\tfrac12$, rule (ii) makes the top state $+|l,\uparrow\rangle$. All matrix elements of $J_-=L_-+S_-$ are non-negative, so lowering a vector with non-negative coefficients gives another such vector. The outer sign is $+$ all the way down.

For $j=l-\tfrac12$ the two coefficients differ in sign, so one component must be followed that is fed from a single source. At the top, $m=l-\tfrac12$, the state with $m_l=l$ is $b=|l,\downarrow\rangle$. Rule (ii) makes its coefficient positive, and that of $a$ is then negative. In the lowered state the spin-up component is $a'=|m-\tfrac32,\uparrow\rangle$. It cannot come from $b$, since $L_-b$ keeps spin down and $S_-b=0$. It comes from $L_-a$ alone, and with $m_l=m-\tfrac12$ the squared factor is

$$l(l+1)-m_l(m_l-1)=(l+m_l)(l-m_l+1)=(l+m-\tfrac12)(l-m+\tfrac32).$$

Lowering is needed only for $m\ge -l+\tfrac32$, where both brackets are positive. The spin-up coefficient therefore stays negative at every step, and

$$|l+\tfrac12,m\rangle=\sqrt{\tfrac{l+m+1/2}{2l+1}}\;|m-\tfrac12,\uparrow\rangle+\sqrt{\tfrac{l-m+1/2}{2l+1}}\;|m+\tfrac12,\downarrow\rangle,$$

$$|l-\tfrac12,m\rangle=-\sqrt{\tfrac{l-m+1/2}{2l+1}}\;|m-\tfrac12,\uparrow\rangle+\sqrt{\tfrac{l+m+1/2}{2l+1}}\;|m+\tfrac12,\downarrow\rangle .$$

Rule (ii) refers to the first factor. If the spin is coupled first, it demands a positive $m_s=+\tfrac12$ coefficient at the top. That changes nothing for $j=l+\tfrac12$ and reverses every $j=l-\tfrac12$ state, a factor $(-1)^{l+1/2-j}$.

**The p states.** For $l=1$, $c_\pm^2=(\tfrac32\pm m)/3$. At $m=\tfrac12$ this is $c_+^2=\tfrac23$, $c_-^2=\tfrac13$, and at $m=-\tfrac12$ the two are exchanged:

$$\begin{aligned}
|\tfrac32,\tfrac32\rangle&=|1,\uparrow\rangle\\
|\tfrac32,\tfrac12\rangle&=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle\\
|\tfrac32,-\tfrac12\rangle&=\sqrt{\tfrac13}\,|{-1},\uparrow\rangle+\sqrt{\tfrac23}\,|0,\downarrow\rangle\\
|\tfrac32,-\tfrac32\rangle&=|{-1},\downarrow\rangle\\
|\tfrac12,\tfrac12\rangle&=-\sqrt{\tfrac13}\,|0,\uparrow\rangle+\sqrt{\tfrac23}\,|1,\downarrow\rangle\\
|\tfrac12,-\tfrac12\rangle&=-\sqrt{\tfrac23}\,|{-1},\uparrow\rangle+\sqrt{\tfrac13}\,|0,\downarrow\rangle
\end{aligned}$$

The program checks the general formula with signs against states rebuilt by lowering, with $\mathbf L$ taken from differential operators ($l\le4$), and against Racah-formula values in both coupling orders ($l\le6$).

**What the coefficients give.** Since $S_z=+\tfrac12$ on $a$ and $-\tfrac12$ on $b$, and $c_+^2-c_-^2=2m/(2l+1)$,

$$\langle S_z\rangle=\pm\tfrac12(c_+^2-c_-^2)=\pm\frac{m}{2l+1}\qquad(j=l\pm\tfrac12).$$

Then $\langle L_z+2S_z\rangle=m+\langle S_z\rangle=g\,m$ with the Landé factor $g=1\pm1/(2l+1)$, which is $\tfrac43$ for $p_{3/2}$ and $\tfrac23$ for $p_{1/2}$. Between the multiplets,

$$\langle l+\tfrac12,m|S_z|l-\tfrac12,m\rangle=\tfrac12c_+(-c_-)-\tfrac12c_-c_+=-\frac{r}{2l+1},$$

which is $-\sqrt2/3=-0.4714$ for p, where $r^2=\tfrac94-\tfrac14=2$. The sign of this element depends on the conventions; its square does not.

The spin states are orthogonal, so the spin-summed angular density has no cross term. With $|Y_{10}|^2=3\cos^2\theta/4\pi$ and $|Y_{1,\pm1}|^2=3\sin^2\theta/8\pi$, the $p_{1/2}$ density is $\tfrac13\cdot\tfrac{3\cos^2\theta}{4\pi}+\tfrac23\cdot\tfrac{3\sin^2\theta}{8\pi}=\tfrac1{4\pi}=0.0796\ \text{sr}^{-1}$, which is spherical.

**Worked example: hydrogen 2p.** The model is a fixed, spinless point nucleus, $g_s=2$, and the Pauli spin-orbit term $\alpha^2\,\mathbf L\cdot\mathbf S/(2r^3)$, taken as given and treated in first order. In this part $r$ is the radius. The function $u=rR=r^2e^{-r/2}/\sqrt{24}$ has $u''=(2-2r+r^2/4)\,e^{-r/2}/\sqrt{24}$, so $-\tfrac12u''+(r^{-2}-r^{-1})u=-\tfrac18u$, which is the $l=1$ radial equation at the $n=2$ energy. It is normalised because $\int_0^\infty r^4e^{-r}dr=24$. Hence

$$\langle r^{-3}\rangle=\tfrac1{24}\int_0^\infty r\,e^{-r}dr=\tfrac1{24}=0.0416667 ,$$

in units of $a_0^{-3}$. Within the 2p shell the term becomes $\zeta\,\mathbf L\cdot\mathbf S$ with

$$\zeta=\tfrac12\times5.325135\times10^{-5}\times0.0416667\times27.211386\ \text{eV}=3.0188\times10^{-5}\ \text{eV}.$$

The eigenvalues $\tfrac12$ and $-1$ give shifts $+1.5094\times10^{-5}$ eV for the four $p_{3/2}$ states and $-3.0188\times10^{-5}$ eV for the two $p_{1/2}$ states. Their weighted sum $4\cdot\tfrac\zeta2-2\zeta$ vanishes. The splitting is

$$\Delta=\tfrac32\zeta=4.528\times10^{-5}\ \text{eV}=10.95\ \text{GHz}.$$

The other corrections of order $\alpha^2$ do not involve the spin and move both levels equally in first order. As a cross-check only, the Dirac-Coulomb level formula, not derived here, gives a splitting larger by $3.3\times10^{-5}$ of $\Delta$; the program asserts that this fraction is below $\alpha^2$. Nuclear motion and the anomalous moment are omitted; together they change $\Delta$ by roughly two parts in a thousand (not derived here), so the model value of $\Delta$ can be compared with real hydrogen only to that accuracy, and the finer digits quoted belong to the model.

Now add a field $B=0.01$ T along $z$ through $\epsilon\,(L_z+2S_z)$, dropping the diamagnetic term, with $\epsilon=\mu_BB=5.78838\times10^{-7}$ eV and $\epsilon/\Delta=0.01278$. This operator conserves $l$ and $m$, so the blocks survive. The states $m=\pm\tfrac32$ are alone and shift by exactly $\tfrac43\cdot(\pm\tfrac32)\epsilon=\pm1.15768\times10^{-6}$ eV. For $m=\pm\tfrac12$, write $L_z+2S_z=J_z+S_z$. $J_z$ is the number $m$ in the block, so the coupling between the multiplets is $V=-\tfrac{\sqrt2}3\epsilon$, while the diagonal entries are $\tfrac\zeta2+\tfrac43m\epsilon$ and $-\zeta+\tfrac23m\epsilon$, a gap $D=\Delta+\tfrac23m\epsilon$. The eigenvalues are the mean of the entries $\pm\sqrt{D^2/4+V^2}$. For $|V|\ll D$ the root is $\tfrac D2+\tfrac{V^2}D$ up to terms in $V^4$, so the upper level is pushed up and the lower down by

$$\frac{V^2}{D}\approx\frac29\frac{\epsilon^2}{\Delta}\Big(1-\frac{2m}{3}\frac\epsilon\Delta\Big).$$

For $|\tfrac32,\tfrac12\rangle$ the first order is $\tfrac23\epsilon=3.85892\times10^{-7}$ eV and the second is $\tfrac29\times5.78838\times10^{-7}\times0.01278=1.644\times10^{-9}$ eV. The sum $3.87536\times10^{-7}$ eV lies $7\times10^{-12}$ eV above the exact block value $3.87529\times10^{-7}$ eV, and the bracket accounts for this: $1.644\times10^{-9}\times0.01278/3=7\times10^{-12}$ eV. These digits belong to the model. Real hydrogen has a nuclear spin, and its hyperfine coupling, left out here, splits this level into two components displaced by about $\pm10^{-8}$ eV at this field, which is more than the second-order term. The anomalous moment and nuclear motion each move the level by $1$ to $2\times10^{-10}$ eV, far more than the $7\times10^{-12}$ eV remainder. The natural width of 2p, about $4\times10^{-7}$ eV (100 MHz), is as large as the first-order shift itself, so at this field the real sublevels overlap. None of these estimates is derived here.

**Where the states stop being energy eigenstates.** The coefficients are exact algebra for any $l$. The coupled states diagonalise a Hamiltonian when it commutes with $L^2$, $J^2$ and $J_z$, and the field term does not commute with $J^2$, as $V\ne0$ shows. In the product basis $L_z+2S_z$ is diagonal, $m+\tfrac12$ on $a$ and $m-\tfrac12$ on $b$, so the field separates them by $\epsilon$ while spin-orbit coupling mixes them through $\zeta\sqrt2/2$ for p. When $\epsilon\gg\zeta$ the mixing is small and the eigenstates tend to $a$ and $b$ themselves, the Paschen-Back limit.

## Numbers as computed

```
p blocks of L.S in basis (a,b), units hbar^2
m=1/2: aa +0.000000 bb -0.500000 ab +0.707107 eig -1.000000 +0.500000
m=-1/2: aa -0.500000 bb +0.000000 ab +0.707107 eig -1.000000 +0.500000
p states by lowering: coefficient (its square), dimensionless
|3/2,3/2> = +1.000000 (1) |1,u>
|3/2,1/2> = +0.816497 (2/3) |0,u>  +0.577350 (1/3) |1,d>
|3/2,-1/2> = +0.577350 (1/3) |-1,u>  +0.816497 (2/3) |0,d>
|3/2,-3/2> = +1.000000 (1) |-1,d>
|1/2,1/2> = -0.577350 (1/3) |0,u>  +0.816497 (2/3) |1,d>
|1/2,-1/2> = -0.816497 (2/3) |-1,u>  +0.577350 (1/3) |0,d>
p1/2 angular density min, max = 0.079577, 0.079577 1/sr
|3/2,3/2>: <Sz> = +0.500000 hbar, g = 1.333333
|3/2,1/2>: <Sz> = +0.166667 hbar, g = 1.333333
|1/2,1/2>: <Sz> = -0.166667 hbar, g = 0.666667
<3/2,1/2|Sz|1/2,1/2> = -0.471405 hbar
alpha = 7.297352564e-03, alpha^2 = 5.325135e-05
hartree = 27.211386 eV, a0 = 0.529177 angstrom
<r^-3> 2p = 0.281181 angstrom^-3, a0^3<r^-3> = 0.0416667
zeta = 3.01884e-05 eV
shift 2p3/2 = +1.50942e-05 eV, shift 2p1/2 = -3.01884e-05 eV
splitting = 4.52826e-05 eV = 10.9493 GHz
Dirac-Coulomb splitting = 4.52841e-05 eV, relative difference = 3.33e-05
B = 0.01 T, mu_B = 5.788382e-05 eV/T, mu_B B = 5.78838e-07 eV
mu_B B / splitting = 0.01278
Zeeman shifts in eV: first order, second order, exact
|3/2,3/2>: +1.15768e-06  +0.000e+00  +1.15768e-06
|3/2,1/2>: +3.85892e-07  +1.644e-09  +3.87529e-07
|3/2,-1/2>: -3.85892e-07  +1.644e-09  -3.84241e-07
|3/2,-3/2>: -1.15768e-06  +0.000e+00  -1.15768e-06
|1/2,1/2>: +1.92946e-07  -1.644e-09  +1.91309e-07
|1/2,-1/2>: -1.92946e-07  -1.644e-09  -1.94597e-07
```
